# Self-Heated Saturation Current and Its Inverse Square-Root Limit

Someone computing the dc characteristics of a transistor must decide how to continue the saturation current to higher drain voltage. It can be kept flat, found from a quadratic equation, or taken to fall as the inverse square root of the voltage. If the current at fixed temperature is flat, the choice depends on one dimensionless number, the temperature rise multiplied by the temperature coefficient of the current. A device may be visibly self-heated and still be far from the inverse square-root law.

Let the gate voltage be fixed and let the drain voltage \(V\) be large enough for saturation. Currents and voltages are magnitudes, so the equations serve n-channel and p-channel devices alike. The assumed temperature law is

\[
I=\frac{I_0}{1+a\theta},\qquad a>0,
\]

where \(\theta\) is the mean temperature rise of the channel above ambient and \(I_0\) is the current at zero rise. For now \(I_0\) does not depend on \(V\): at fixed temperature the saturation current is flat.

In the steady state all the electrical power \(IV\) leaves as heat through a constant thermal resistance \(R\), so \(\theta=RIV\). Putting this into the temperature law and multiplying by the denominator gives

\[
I(1+aRVI)=I_0
\quad\Longrightarrow\quad
aRV\,I^2+I-I_0=0 .
\]

The equation is quadratic because the current appears twice, once as itself and once in the heating that reduces it. With \(u=aRVI_0\), the discriminant is \(1+4aRVI_0=1+4u\), and the roots are

\[
I=\frac{-1\pm\sqrt{1+4u}}{2aRV}.
\]

Their product is \(-I_0/(aRV)\), which is negative, so one root is positive and the other negative. The positive one has the plus sign. Multiplying its numerator and denominator by \(\sqrt{1+4u}+1\) turns the numerator into \((1+4u)-1=4u=4aRVI_0\), hence

\[
I=\frac{2I_0}{1+\sqrt{1+4u}} .
\]

This form has no subtraction of nearly equal numbers at small \(V\), and it gives \(I=I_0\) at \(u=0\).

The device also has to settle at this solution. Let \(C\) be the heat capacity of the heated region, treated as one body, so that \(C\,d\theta/dt=IV-\theta/R\). Multiply by \(aR\), write \(x=a\theta\), and measure time in units of \(RC\), calling it \(\tau\). Since \(aRVI=u/(1+x)\),

\[
\frac{dx}{d\tau}=\frac{u}{1+x}-x .
\]

The right side equals \(u>0\) at \(x=0\), has the derivative \(-u/(1+x)^2-1<0\), and becomes negative at large \(x\). It therefore has one zero for \(x\ge0\). Below that zero the device warms, and above it the device cools. At fixed drain voltage there is no thermal runaway in this model, because heating lowers the current and so lowers the power.

At low power, \(\sqrt{1+4u}=1+2u-2u^2+4u^3-\cdots\). The original form of the positive root, \(I/I_0=(\sqrt{1+4u}-1)/(2u)\), then gives

\[
\frac{I}{I_0}=1-u+2u^2-\cdots .
\]

The first correction is linear in voltage: to this order the heating power is \(I_0V\), as if the current had not yet responded.

At high power, \(u\gg1\), take \(2\sqrt u\) out of the square root:

\[
\sqrt{1+4u}=2\sqrt u\,\sqrt{1+\frac1{4u}}
=2\sqrt u+\frac{1}{4\sqrt u}-\cdots .
\]

Subtracting 1 and dividing by \(2u\) gives

\[
\frac{I}{I_0}=\frac1{\sqrt u}\left(1-\frac1{2\sqrt u}+\frac1{8u}-\cdots\right),
\qquad
I\to\sqrt{\frac{I_0}{aRV}} .
\]

This is the inverse square-root law. The power does not level off. To leading order it is \(\sqrt{I_0V/(aR)}\), and the temperature rise is \(\sqrt{RI_0V/a}\). Both grow as \(\sqrt V\) without limit, so a real device must leave the model at some voltage.

The passage between the limits is clearest with \(x\) as the parameter. The steady state has \(u=x(1+x)\), so \(u\gg1\) means \(x=a\theta\gg1\). "High power" thus means a temperature rise much larger than \(1/a\). At fixed \(a\), \(R\) and \(I_0\),

\[
I=\frac{I_0}{1+x},\qquad V=\frac{x(1+x)}{aRI_0}.
\]

Taking logarithms and differentiating with respect to \(x\),

\[
\frac{d\ln I}{dx}=-\frac1{1+x},\qquad
\frac{d\ln V}{dx}=\frac1x+\frac1{1+x}=\frac{1+2x}{x(1+x)} .
\]

Their ratio is the local exponent of the current as a function of voltage:

\[
\frac{d\ln I}{d\ln V}=-\frac{x}{1+2x}.
\]

It runs from 0 for a cool device to \(-1/2\) for a very hot one. The dc output conductance \(dI/dV=-(I/V)\,x/(1+2x)\) is negative, although the current at fixed temperature is flat. A voltage pulse much shorter than the thermal response time, applied to a device at ambient temperature, would show \(I_0\) instead. The two measurements together give \(x=I_0/I-1\), and hence the product \(aR=x/(IV)\), without a thermometer. This holds only if heating is the sole difference between them; in real devices charge trapping and a floating body can also make pulsed and dc currents differ.

The error of the limiting law follows from the same parameter. Its current is \(I_{\rm lim}=I_0/\sqrt{x(1+x)}\), so

\[
\frac{I_{\rm lim}}{I}=\sqrt{\frac{1+x}{x}}=\sqrt{1+\frac1x}.
\]

For the limit to be no more than 10% above the quadratic's current, \(1+1/x\le1.21\), or \(x\ge4.76\).

The exponent \(-1/2\) comes from the linear denominator. Suppose instead that \(I=I_0(1+\theta/T_0)^{-m}\), where \(T_0\) is the ambient temperature. For \(\theta\gg T_0\) this becomes \(I\approx I_0(RIV/T_0)^{-m}\). Collecting the powers of \(I\) gives \(I^{1+m}\propto V^{-m}\), so the exponent is \(-m/(1+m)\). With \(m=1.5\) it is \(-0.6\). Two laws that agree for a small rise can therefore differ at high power.

For an example, take a germanium-on-insulator p-channel transistor at 300 K, with rough typical material values. The channel is 2 µm long and 12 µm wide, in a 50 nm film with a 10 nm gate oxide above and a 1 µm buried oxide below. The model inputs are \(I_0=1\) mA, \(a=0.005\) K⁻¹ and \(R=20\,000\) K/W. The first and last can be checked against the geometry.

For the current, let the hole velocity be \(v=\mu F/(1+F/F_s)\) up to the field \(F_s=2v_s/\mu\), where it reaches \(v_s\). With \(\mu=200\) cm²/Vs and \(v_s=6\times10^6\) cm/s, \(F_s=0.06\) MV/cm and \(F_sL=12\) V. Let \(C_g\) be the gate capacitance per area, \(V_g=2.4\) V the gate overdrive, and \(\phi\) the local channel voltage. Then \(I=WC_g(V_g-\phi)v\) with \(F=d\phi/dy\). Multiplying by \(1+F/F_s\) and integrating along the channel up to \(\phi=V_s\) gives

\[
I\left(L+\frac{V_s}{F_s}\right)=WC_g\mu\left(V_g-\frac{V_s}{2}\right)V_s .
\]

Saturation begins when the drain end reaches \(v_s\), where \(I=WC_gv_s(V_g-V_s)\). Insert this, use \(v_s=\mu F_s/2\), and multiply by \(2/(WC_g\mu)\):

\[
(V_g-V_s)(F_sL+V_s)=2V_gV_s-V_s^2
\quad\Longrightarrow\quad
V_s=\frac{V_gF_sL}{V_g+F_sL}.
\]

The result is \(V_s=2.4\times12/14.4=2.0\) V, and the drain-end expression gives 0.995 mA, close to the chosen 1 mA.

For the thermal resistance, let heat flow along the film and straight down through the buried oxide to a cold substrate. If \(p=P/(WL)\) is the power per area in the channel and zero outside it, the heat balance of a film strip is

\[
k_ft_f\,\theta''-\frac{k_o}{t_b}\theta+p=0,
\qquad \ell=\sqrt{\frac{k_ft_ft_b}{k_o}} .
\]

Here \(k_f=15\) and \(k_o=1.4\) W/(m K) are the conductivities of film and oxide, and \(t_f\) and \(t_b\) are the thicknesses of film and buried oxide. A line source spreads as \(e^{-|y-y'|/\ell}/(2\ell)\). Integrating this over \(0<y'<L\) gives, inside the channel,

\[
\theta(y)=\frac{p\,t_b}{k_o}\left[1-\tfrac12e^{-y/\ell}-\tfrac12e^{-(L-y)/\ell}\right].
\]

Each exponential has the channel average \((\ell/L)(1-e^{-L/\ell})\). Dividing the mean rise by \(P\),

\[
R=\frac{t_b}{k_oWL}\left[1-\frac{\ell}{L}\left(1-e^{-L/\ell}\right)\right].
\]

With \(\ell=0.73\) µm this is about 19 600 K/W, which supports the round value chosen.

At 2.5 V, \(u=0.005\times20\,000\times2.5\times0.001=0.25\). The quadratic gives

\[
I=\frac{2\ \text{mA}}{1+\sqrt2}=0.828\ \text{mA},
\]

a power of 2.07 mW and a rise of 41.4 K. Thus \(x=0.207\), and the current is 17% below its cold value. The local exponent is \(-0.207/1.414=-0.146\), far from \(-1/2\). The output conductance is \(-0.146\times0.828\ \text{mA}/2.5\ \text{V}\), or about \(-49\) µS. The limiting law would give 2.0 mA, twice the cold current. In this example it lies above \(I_0\) at every voltage below 10 V, where \(u\) reaches 1.

To bring the limiting law within 10% of the quadratic, \(x=4.76\) requires 274 V and a rise of 952 K. The channel would be at about 1250 K, near or above germanium's melting point of roughly 1200 K. The mean field along the channel would exceed 1 MV/cm. For this transistor the inverse square-root law is a mathematical limit of the model and not an operating regime. The quadratic is the form to use, and even that only while \(I_0\) is nearly constant.

To see what a changing \(I_0\) does, let \(s=d\ln I_0/d\ln V\) at fixed temperature. Differentiating \(\ln I+\ln(1+x)=\ln I_0\), with \(dx=x(d\ln I+d\ln V)\) because \(x=aRVI\), gives

\[
\left(1+\frac{x}{1+x}\right)\frac{d\ln I}{d\ln V}=s-\frac{x}{1+x}.
\]

Multiplying by \(1+x\) and dividing by \(1+2x\),

\[
\frac{d\ln I}{d\ln V}=\frac{s(1+x)-x}{1+2x}.
\]

The dc current falls only if \(s<x/(1+x)\), so a small positive slope of the cold current can hide the thermal fall.

One source of \(s\) is channel shortening. Beyond the point where the velocity saturates, let \(U\) be the further voltage and \(z\) the distance towards the drain. Take the mobile charge there as fixed at its value at that point. Gauss's law for the film, averaged over its thickness and with the surface potential set equal to that average, then gives \(U''=U/\lambda^2\), with \(\lambda=\sqrt{\epsilon_ft_ft_g/\epsilon_o}=45\) nm. Here \(t_g\) is the gate-oxide thickness, and \(\epsilon_f=16\) and \(\epsilon_o=3.9\) are the relative permittivities of film and oxide. Since \(U=0\) and \(U'=F_s\) at \(z=0\), the solution is \(U=\lambda F_s\sinh(z/\lambda)\). The saturated section has the length

\[
\Delta L=\lambda\,\operatorname{arsinh}\frac{V-V_s}{\lambda F_s},
\]

and the cold current is taken as \(I_0/(1-\Delta L/L)\). This is somewhat too strong: it makes the current inversely proportional to the channel length, whereas the velocity law above gives \(d\ln I_0/d\ln L=-F_sL/(V_g+F_sL)=-0.83\). Just above saturation \(d\Delta L/dV=1/F_s\), so \(s=V_s/(F_sL)=2/12=0.167\). At 2.0 V the quadratic gives \(I=0.854\) mA and \(x/(1+x)=1-I/I_0=0.146\), which is slightly smaller, so with this rule the dc current would still rise at the onset of saturation. With the weaker length dependence \(s\) is only about 0.14, and the two effects would nearly cancel. The slope right at the onset is not reliable, however: the channel solution has a finite field gradient at this point, while the saturated section is assumed to start with none. If the Gauss-law term is kept along the whole channel, the velocity has not yet saturated at 2.0 V, \(s\) is about 0.20, and the dc current rises there with an exponent near \(+0.05\). At 2.5 V that treatment changes the exponent with shortening alone from the \(-0.062\) found below to about \(-0.075\), and leaves the peak field almost unchanged.

By 2.5 V the balance has changed. The channel has shortened by 3.1%, and the net exponent with shortening alone is \(-0.062\). Impact ionization was estimated with the rough local rate \(10^7\ \text{cm}^{-1}\exp[-(1.3\ \text{MV/cm})/F]\), integrated over the saturated section. At 2.5 V this rate gives about \(1.5\times10^{-4}\) pairs per carrier and would move the exponent to \(-0.057\). Even this small effect is probably overstated, because a hole gains at most 0.5 eV in the saturated section, and making a pair takes at least germanium's gap of about 0.66 eV. At 3.0 V the peak field has risen from 0.13 to 0.23 MV/cm, and ionization adds 0.025 pairs per carrier. That is only a 2.5% addition to the current, but it grows so steeply with voltage that the exponent becomes \(+0.25\). Shortening alone would have given \(-0.11\). In this estimate, then, ionization ends the thermal fall somewhere between 2.5 and 3.0 V. The exponent at 3.0 V is very sensitive to \(\lambda\), however. Solving Laplace's equation across the film and gate oxide, instead of averaging, with no field leaving through the bottom of the film, gives \(\lambda=54\) nm; drain field that spreads through the buried oxide is left out in both values. This lowers the ionization there to about 0.01 pairs per carrier and the exponent to less than \(+0.1\). But a local rate ignores the energy a hole must first gain. At 3.0 V the saturated section drops only 1.0 V, so if ionization needs about 1 eV, the thermal fall would last to about 3.0 V. Electrons left by ionization may also collect in the floating film and raise the hole current, which is not included.

The other corrections change the exponent at 2.5 V less than channel shortening does. A power law with \(m=1.5\), which has the same initial temperature slope, changes the current from 0.828 to 0.824 mA. Sideways heat flow in the buried oxide lowers \(R\) to about 17 700 K/W. Placing the share \((V-V_s)/V\) of the power in the last 0.1 µm of the channel, with the rest spread evenly, lowers it further, to 16 900 K/W, because heat released near the edge escapes more easily into the unheated film. With that \(R\) the current is 0.848 mA. Carriers created by heat amount to about \(2\times10^{-4}\) of the channel charge, and direct band-to-band tunnelling is negligible in a two-band estimate; tunnelling assisted by phonons or traps was not estimated. With shortening, ionization, the power law and this lower \(R\) together, the exponent at 2.5 V is \(-0.047\) if \(R\) is held fixed, against the simple model's \(-0.146\). But the share of the power released near the drain grows with voltage, so \(R\) itself falls as \(V\) rises. Including that brings the exponent to about \(-0.02\). The weaker length dependence and the larger \(\lambda\) mentioned above move this value within roughly \(-0.01\) to \(-0.04\), so only its small size is meaningful.

Set beside real devices, this is a long transistor with a thick gate oxide, a thick buried oxide and a high drain voltage, far from the dimensions of modern logic. The coefficient \(a\) depends on how the mobility falls with temperature. If only the mobility varied, as \(T^{-1.5}\), the formula for \(V_s\) would give \(d\ln I_0/d\ln\mu=F_sL/(V_g+F_sL)=0.83\), and \(a\) would be about 0.004 K⁻¹. With the steeper law of holes in pure bulk germanium, roughly \(T^{-2.3}\), it would be about 0.006 K⁻¹, so the chosen value lies between the two. A threshold voltage that shifts with temperature would change it again. Metal contacts that carry heat away would lower \(R\), and a warm substrate would raise it; neither is included. The assumption that matters most here is the constant \(I_0\): relaxing it moves the current at 2.5 V by only a few per cent, but removes roughly half or more of its downward slope. The values at the other voltages are in the numerical output.

## Numbers as computed

```
Cold current I0 = 1.000 mA; a = 0.0050 1/K
Thermal resistance R = 20000 K/W; ambient = 300 K
Channel length 2.0 um, width 12.0 um
Film 50 nm, gate oxide 10 nm
Buried oxide 1.0 um; k_ox 1.4, k_film 15.0 W/(m K)
Hole mobility 200 cm2/Vs, v_sat 6.0e+06 cm/s
Gate overdrive 2.40 V; saturation voltage 2.000 V
Cold current estimated from device = 0.995 mA
Heat-spreading length in film = 0.732 um
R from spreading formula = 19579 K/W
V=2.00 V: I=0.8541 mA, rise=34.16 K, slope=-0.1273
V=2.25 V: I=0.8409 mA, rise=37.84 K, slope=-0.1373
V=2.50 V: I=0.8284 mA, rise=41.42 K, slope=-0.1464
At 2.5 V: u = 0.2500, x = 0.2071
At 2.5 V: power = 2.0711 mW
At 2.5 V: channel temperature = 341.4 K
At 2.5 V: dc output conductance = -48.53 uS
At 2.5 V: limiting law would give 2.000 mA
Voltage where u = 1: 10.00 V
Limiting law 10% high at x = 4.762, V = 274.4 V
  there: rise = 952 K, temperature = 1252 K
  there: slope = -0.4525
Power-law exponent m = 1.50: limit slope -0.6000
Current with power law at 2.5 V = 0.8244 mA
R with sideways oxide flow = 17664 K/W
R with drain-end heating too = 16907 K/W
Current with that last R = 0.8480 mA
Drain field decay length = 45.3 nm
V=2.5 V: peak field = 0.1256 MV/cm
  channel shortening = 3.10 %
  ionization pairs per carrier = 1.52e-04
  cold slope s = 0.1091
  net slope, shortening only = -0.0619
  net slope, with ionization = -0.0565
  net slope, all corrections = -0.0468
V=3.0 V: peak field = 0.2288 MV/cm
  channel shortening = 4.56 %
  ionization pairs per carrier = 2.47e-02
  cold slope s = 0.5047
  net slope, shortening only = -0.1100
  net slope, with ionization = 0.2497
  net slope, all corrections = 0.2658
Tunnelling current bound at 2.5 V = 6.1e-21 A
Intrinsic / channel carriers, warm film = 1.6e-04
```
